# Half k meshes: safe for two-terminal transmission, unsafe for nonequilibrium density

## What goes wrong

A coherent two-terminal transport calculation with time-reversal symmetry and a periodic transverse direction can halve its $k$ mesh for the transmission and lose nothing. If the same saving is carried over to the density matrix under bias, by setting $\rho(-k)=\rho(k)^*$, the charge on individual atoms is in general wrong, and a self-consistent potential inherits the error. The current computed from a fixed Hamiltonian gives no warning. In the graphene junction treated below, the half mesh reproduces the current but misplaces up to 46 % of the mean left-injected population per atom in the bias window.

The reason is that time reversal exchanges incoming and outgoing waves. A two-terminal transmission does not notice the exchange. A density matrix filled according to where electrons came from does.

## Assumptions and the basic symmetry

Consider a coherent mean-field junction between leads $L$ and $R$, periodic across the transport axis, so that $k$ is conserved. With localized real orbitals,

$$H_{ij}(k)=\sum_X \langle i,0|H|j,X\rangle e^{ikX},$$

where $X$ runs over transverse lattice vectors. Without spin-orbit coupling or a magnetic field the real-space elements are real. Changing the sign of $k$ then conjugates $H$ and, likewise, the overlap $S$. Both are Hermitian, so conjugation equals transposition:

$$H(-k)=H(k)^*=H(k)^T,\qquad S(-k)=S(k)^*=S(k)^T .$$

A bias enters as a real potential and does not spoil this.

The lead self-energy is $\Sigma_\alpha=\tau_\alpha g_\alpha\tau_\alpha^\dagger$, with $\tau_\alpha$ the device-lead block of $H-ES$ and $g_\alpha$ the retarded Green function of the isolated lead. At $-k$ the coupling becomes $\tau_\alpha^*$. The lead function, being the inverse of a transposed matrix, becomes $g_\alpha^T$. Hence

$$\Sigma_\alpha(-k)=\tau_\alpha^*g_\alpha^T\tau_\alpha^T=(\tau_\alpha g_\alpha\tau_\alpha^\dagger)^T=\Sigma_\alpha(k)^T .$$

The retarded function is conjugated nowhere: that would make it advanced. With $G=(ES-H-\Sigma_L-\Sigma_R)^{-1}$ and $\Gamma_\alpha=i(\Sigma_\alpha-\Sigma_\alpha^\dagger)$, it follows that

$$G(-k)=G(k)^T,\qquad \Gamma_\alpha(-k)=\Gamma_\alpha(k)^T. \tag{1}$$

Below, a matrix without an argument is taken at $k$.

## Why the transmission may be halved

The transmission from left to right is $T_{RL}=\mathrm{Tr}[\Gamma_RG\Gamma_LG^\dagger]$. Insert (1), noting that $G^\dagger(-k)=(G^\dagger)^T$, and use the rule that a product of transposes is the transpose of the reversed product:

$$T_{RL}(-k)=\mathrm{Tr}[\Gamma_R^TG^T\Gamma_L^T(G^\dagger)^T]
=\mathrm{Tr}[(G^\dagger\Gamma_LG\Gamma_R)^T].$$

A trace is unchanged by transposition and by cyclic reordering, so

$$T_{RL}(-k)=\mathrm{Tr}[\Gamma_LG\Gamma_RG^\dagger]=T_{LR}(k). \tag{2}$$

This is reciprocity, and it is all that time reversal gives. It relates opposite directions of travel at opposite $k$.

The second ingredient is flux conservation. Let $\Gamma=\Gamma_L+\Gamma_R$. From the definition of $G$,

$$(G^\dagger)^{-1}-G^{-1}=\Sigma-\Sigma^\dagger=-i\Gamma .$$

Multiplying by $G$ on the left and $G^\dagger$ on the right gives $G-G^\dagger=-iG\Gamma G^\dagger$. Multiplying instead by $G^\dagger$ on the left and $G$ on the right gives $G-G^\dagger=-iG^\dagger\Gamma G$. The full spectral function therefore has two forms:

$$A\equiv i(G-G^\dagger)=G\Gamma G^\dagger=G^\dagger\Gamma G. \tag{3}$$

Multiply the last equality by $\Gamma_L$ and take the trace:

$$\mathrm{Tr}[\Gamma_LG\Gamma_LG^\dagger]+\mathrm{Tr}[\Gamma_LG\Gamma_RG^\dagger]
=\mathrm{Tr}[\Gamma_LG^\dagger\Gamma_LG]+\mathrm{Tr}[\Gamma_LG^\dagger\Gamma_RG].$$

The first terms on the two sides are equal by cyclic reordering. What remains is $T_{LR}(k)=T_{RL}(k)$. Together with (2),

$$T_{RL}(-k)=T_{RL}(k). \tag{4}$$

Half the mesh suffices, provided the mesh is symmetric under $k\to-k$. Points that are their own partner, such as $k=0$, have weight one and the others weight two.

## Why the density matrix may not

The part of the spectrum fed from the left is $A_L=G\Gamma_LG^\dagger$. Applying (1),

$$A_L(-k)=G^T\Gamma_L^T(G^\dagger)^T=(G^\dagger\Gamma_LG)^T=(G^\dagger\Gamma_LG)^* , \tag{5}$$

the last step because $G^\dagger\Gamma_LG$ is Hermitian. The order of $G$ and $G^\dagger$ is reversed compared with $A_L(k)^*=(G\Gamma_LG^\dagger)^*$. An element $G_{iL}$ carries amplitude from the lead to site $i$, while $G_{Li}$ carries it from site $i$ to the lead. So $A_L$ describes states that arrive from $L$, and $G^\dagger\Gamma_LG$ describes states that drain into $L$. Time reversal turns one set into the other.

Define the mismatch $D=G\Gamma_LG^\dagger-G^\dagger\Gamma_LG$. By (3), the corresponding quantity for the right lead is $-D$. The density matrix per spin, without bound states, is

$$\rho=\int\frac{dE}{2\pi}(f_LA_L+f_RA_R)
=\int\frac{dE}{2\pi}f_RA+\int\frac{dE}{2\pi}(f_L-f_R)A_L .$$

The first integral does obey the conjugation rule, because $A(-k)=i[G^T-(G^\dagger)^T]=A^T=A^*$. The mismatch therefore comes from the bias window alone:

$$\rho(k)-\rho(-k)^*=\int\frac{dE}{2\pi}\,(f_L-f_R)\,D(k,E). \tag{6}$$

It vanishes in equilibrium. For a small bias $V$ at low temperature it is, to leading order, $eV\,D(k,E_F)/2\pi$. It is thus of the same order in $V$ as the current, and a small bias does not make it negligible relative to the bias-induced density.

### Conjugation would reverse the current

Equation (5) permits a mismatch; a current requires one. Take an orthogonal basis and cut the whole junction into a left part, which includes the left lead, and a right part, which includes the right lead. Let the cut run through the device so that only device orbitals are coupled across it. With $\rho_{ij}=\langle c_j^\dagger c_i\rangle$ and $i\hbar\dot\rho=H\rho-\rho H$, the particle number on the left changes at the rate

$$\dot N_l=\frac{1}{i\hbar}\sum_{i\in l,\,j\in r}(H_{ij}\rho_{ji}-\rho_{ij}H_{ji})=\frac{2}{\hbar}\,\mathrm{Im}\sum_{i\in l,\,j\in r}H_{ij}\rho_{ji}.$$

Terms with both sites on the left cancel in pairs, and the second term in the bracket is the conjugate of the first. The rightward particle current is $-\dot N_l$. States fed from the left in an interval $dE$ contribute $\rho=A_L\,dE/2\pi$ and must carry $T\,dE/h$. Since $2/(2\pi\hbar)=2/h$,

$$T(k)=-2\,\mathrm{Im}\sum_{i\in l,\,j\in r}H_{ij}(k)A_{L,ji}(k). \tag{7}$$

Now suppose that $A_L(-k)$ were $A_L(k)^*$. Since $H(-k)=H(k)^*$, the sum in (7) would be conjugated and the current at $-k$ would be $-T(k)$. But (4) says it is $+T(k)$. Both can hold only if $T(k)=0$. With leads at equal temperature, $f_L-f_R$ has one sign and $T\ge0$, so the energy integral cannot cancel either: conjugation fails for $\rho$ at any $k$ that carries a net current.

This includes $k=0$, where $H$ is real but $\rho$ is complex under bias. There $-k$ and $k$ coincide, so no mesh error arises, but taking the real part of $\rho(0)$ would delete its current.

## When the site charges differ

A current forces off-diagonal elements to violate conjugation. Whether the diagonal ones, the site populations, also differ is a separate question. Three sites in an orthogonal basis answer it. Site 1 touches the left lead, site 3 the right lead, and all three are linked by hoppings $h_{ij}=h_{ji}^*$. Define the loop product $W=h_{21}h_{32}h_{13}$ and $m_3=E-\varepsilon_3-\Sigma_R$, so that $\mathrm{Im}\,m_3=\gamma_R/2$. Inverting the $3\times3$ matrix, whose determinant is $\Delta$, gives

$$G_{21}=\frac{h_{21}m_3+h_{23}h_{31}}{\Delta},\qquad
G_{12}=\frac{h_{12}m_3+h_{13}h_{32}}{\Delta}.$$

By (5), $A_{L,22}(k)=\gamma_L|G_{21}|^2$ and $A_{L,22}(-k)=\gamma_L|G_{12}|^2$. In the difference of the squares the direct terms cancel, since $|h_{ij}|=|h_{ji}|$. The cross terms are $2\,\mathrm{Re}(m_3W)$ and $2\,\mathrm{Re}(m_3W^*)$. With $W-W^*=2i\,\mathrm{Im}W$,

$$|\Delta|^2(|G_{21}|^2-|G_{12}|^2)=2\,\mathrm{Re}(2i\,m_3\,\mathrm{Im}W)=-4\,\mathrm{Im}m_3\,\mathrm{Im}W,$$

$$A_{L,22}(k)-A_{L,22}(-k)=-\frac{2\gamma_L\gamma_R\,\mathrm{Im}W}{|\Delta|^2}. \tag{8}$$

In this model the charge asymmetry needs both leads and a phase around a closed loop of hoppings. The transverse Bloch factor supplies the phase, acting at fixed $k$ like a magnetic flux that changes sign with $k$. If $W$ is real, as at $k=0$, the population of site 2 shows no asymmetry although the current is still there.

For numbers, take site energies 0, 0.3 and $-0.2$ eV, $h_{21}=-1.0$, $h_{32}=-0.8$ and $h_{13}=-0.6\,e^{ik}$ eV, with $k$ in units of the inverse period. Chain leads with a hopping of size 1.5 eV give $\gamma_L=\gamma_R=2.973$ eV at $E=0.4$ eV. At $k=2\pi/5$ the loop product has $\mathrm{Im}W=-0.48\sin(2\pi/5)=-0.457$ eV³. The transmission is 0.944 at both $k$ and $-k$, but $A_{L,22}$ is 1.986 eV⁻¹ at $k$ and 0.582 eV⁻¹ at $-k$. The difference, 1.404 eV⁻¹, was obtained by matching scattering waves and agrees with (8).

A ring of five such cells can be solved in real space with a real Hamiltonian and no reference to $k$. It gives $A_{L,22}=1.187$ eV⁻¹, as does the full five-point mesh. The half mesh gives 1.594 eV⁻¹, which is 34 % too high, while its transmission per cell, 0.874, is correct.

## How large it is in a graphene junction

The example is a graphene sheet in a nearest-neighbour $\pi$ tight-binding model with rough typical values: bond length 0.142 nm and hopping 2.7 eV. It stands in for a first-principles Hamiltonian. Current flows along the armchair direction. The transverse supercell is 0.984 nm wide, which places the two valleys at opposite transverse wavevectors, $\pm2\pi/(3\times0.984\ \mathrm{nm})=\pm2.13$ nm⁻¹. A line of scatterers, with on-site shifts of $+3$ and $-2$ eV on two different atomic rows, breaks the mirror symmetry across the current. These shifts are model values.

The Fermi level is 0.4 eV above the Dirac point, the temperature 300 K and the bias 0.2 V. The bias is shared equally between the leads and drops linearly over three bond lengths. The mesh has 25 $k$ points.

Near one valley, at $k=2.044$ nm⁻¹ and $E=0.4$ eV, $T(k)=T(-k)=0.935$. Evaluating (7) at $-k$ with the true $A_L(-k)$ gives $+0.935$; putting $A_L(k)^*$ in its place gives $-0.935$.

After integration over energy and $k$, the current is 4.6 mA/µm, the same on the full and on the half mesh. The relevant charge is the left-injected population in the bias window,

$$n_i(k)=2\int\frac{dE}{2\pi}(f_L-f_R)A_{L,ii}(k),$$

with the factor 2 for spin. Its mean over atoms and $k$ is $1.00\times10^{-3}$ electrons per atom. On $N$ points the half-mesh error is

$$\Delta n_i=\frac1N\sum_{k>0}[n_i(k)-n_i(-k)].$$

On the worst atom the full mesh gives $0.97\times10^{-3}$ and the half mesh $1.43\times10^{-3}$ electrons. The error is $0.46\times10^{-3}$ electrons, or 46 % of the mean. This mean is not the net charge change caused by the bias, which also contains the response of the equilibrium part to the potential drop. For the same fixed drop that change has a mean magnitude of about $2.5\times10^{-3}$ electrons per atom, and the largest error is about a fifth of it. Choosing the negative half of the mesh would reverse its sign. Summed over the 48 device atoms the error is only $-0.10\times10^{-3}$ electrons, so here the half mesh mostly moves charge between atoms, and the total charge is a poor alarm. This is not general: in the three-site loop only site 2 is affected, and the total is wrong by the same amount.

A bare point charge of this size produces roughly 5 meV at one bond length. This is a scale for the false potential, not a self-consistent shift.

More $k$ points do not help, because the sum tends to an integral over half the zone. On an energy mesh of twice the spacing, going from 25 to 41 points leaves the error at $0.45\times10^{-3}$ electrons. That coarser energy mesh itself lowers the current by 1 %. Making the original energy mesh four times finer shifts the current by 0.3 to 0.4 % and the populations of single atoms by up to 0.7 %, while the relative charge error stays at 46 %.

### The model beside real devices

The implied carrier density, $1.5\times10^{13}$ cm⁻², is high but within reach of strong gating. The current is far above that of an ordinary device, because the model has ideal contacts: 0.2 V divided by 4.6 mA/µm is 43 Ω µm. Real metal contacts to graphene add roughly 100 Ω µm or more each. Two contacts of 100 Ω µm would bring the current down to about 0.8 mA/µm at the same total voltage. The voltage drop over 0.43 nm, a field near 5 MV/cm, is also much steeper than in a normal channel, and real defects do not repeat every nanometre.

The calculation also omits the self-consistent potential. Replacing the linear drop by an abrupt step, with all else fixed, changes the current by 0.8 % and the largest charge error by about 1 %. This measures sensitivity to the profile of the bias drop; it does not bound the effect of screening around the scatterers. A second-neighbour hopping of 0.1 eV changes the current by 0.1 % and the charge error by about 2 %. Both comparisons use the coarser energy mesh.

## When the transmission rule fails too

**A third terminal.** Attach a probe of broadening $\gamma_P$ to site 2 of the loop. With $m_2=E-\varepsilon_2+i\gamma_P/2$, matrix inversion gives

$$G_{31}=\frac{h_{21}h_{32}+m_2h_{31}}{\Delta},\qquad G_{13}=\frac{h_{12}h_{23}+m_2h_{13}}{\Delta}.$$

The direct terms cancel as before, and the cross terms leave $2\,\mathrm{Re}[m_2(W^*-W)]=4\,\mathrm{Im}m_2\,\mathrm{Im}W$. Therefore

$$T_{RL}(k)-T_{LR}(k)=\frac{2\gamma_L\gamma_R\gamma_P\,\mathrm{Im}W}{|\Delta|^2}.$$

Reciprocity (2) survives, but (4) does not. For $\gamma_P=0.2$ eV, $T_{RL}$ is 0.658 at $k$ and 0.886 at $-k$. A finite imaginary energy inside the device acts as such a probe. The remedy on a half mesh is to average $T_{RL}(k)$ and $T_{LR}(k)$, since by (2) the latter is $T_{RL}(-k)$.

For the graphene example, assume weak dephasing. A phase-breaking path of roughly 100 nm corresponds to a probe broadening of $\hbar v/\ell=0.575\ \mathrm{eV\,nm}/100\ \mathrm{nm}=5.75$ meV on every device atom. At 0.4 eV the direct $T_{RL}$ then differs between $k$ and $-k$ by at most $7\times10^{-5}$ on this mesh. The value is this small partly because the probe is uniform: the difference $T_{RL}(k)-T_{RL}(-k)$ is then minus the broadening times the asymmetry $A_{L,ii}(k)-A_{L,ii}(-k)$ summed over all atoms, and the atoms largely cancel. The same broadening on only a selected subset of atoms can give a difference of about $2\times10^{-3}$.

**Spin-orbit coupling and magnetism.** With spin, time reversal reads $H(-k)=\sigma_yH(k)^*\sigma_y$. The same steps give $G(-k)=\sigma_yG^T\sigma_y$. The factors $\sigma_y$ cancel in the trace, so (4) holds, while (5) becomes

$$A_L(-k)=\sigma_y(G^\dagger\Gamma_LG)^*\sigma_y .$$

In the three-site loop with spin-orbit hopping, overlap and lead broadenings of 1.0 and 1.2 eV, the transmission summed over spin is 1.062 at both $k$ and $-k$. A Zeeman field on site 2 splits this into 1.073 and 1.117. A collinear magnet without spin-orbit coupling is harmless, because each spin channel has its own real Hamiltonian.

**Exchange built from the density matrix.** A real local potential preserves the premise under bias. Fock exchange is linear in $\rho$, and a current-carrying $\rho$ is complex in real space. The resulting Hamiltonian is then in general complex as well, and (1) is no longer assured.

## What to do

For a two-terminal transmission with a fixed, time-reversal-invariant Hamiltonian, use the half mesh. The equilibrium part of the density matrix, $\int f_RA\,dE/2\pi$, may be halved with conjugation as well. For the bias-window part there are three sound choices.

1. Use the full mesh. This is the simplest choice and needs no symmetry.
2. Keep the half mesh, but form two products from each $G$: $G\Gamma_LG^\dagger$ for $k$, and $(G^\dagger\Gamma_LG)^*$ for $-k$. The first needs the columns of $G$ that start at the left lead, the second the rows that end there; no second inversion is required. In the graphene example this restores the worst atom to the full-mesh value, $0.97\times10^{-3}$ electrons.
3. Use a spatial symmetry that maps $k$ to $-k$ and leaves each lead in place, such as a mirror across the current. The population of an atom at $-k$ is then that of its mirror image at $k$. The atoms must be permuted accordingly; copying the populations atom by atom is in general still wrong away from the mirror line.

A direct check on an existing calculation is to compare the site populations under bias from the half mesh with those from the full mesh, at the same fixed Hamiltonian. Comparing currents will not reveal the fault. The main computed values are listed in the numerical output below.

## Values computed for the example and the checks

```
Loop: site energies [ 0.   0.3 -0.2] eV
Loop: hoppings 21, 32, 13 = -1.0, -0.8, -0.6 eV
Loop: lead hopping size 1.5 eV, energy 0.4 eV
Loop: lead broadening 2.9732 eV, k*period 1.2566 rad
Loop: T(k), T(-k) = 0.944223, 0.944223
Loop: A_L,22(k), A_L,22(-k) = 1.985857, 0.581654 1/eV
Loop: difference from closed formula = 1.404204 1/eV
Loop: k=0 cut current from A_L = 0.872130 (equals T)
Loop + probe 0.2 eV: T_RL(k), T_RL(-k) = 0.657685, 0.885902
Ring of 5: T per cell real-space, half mesh = 0.873692, 0.873692
Ring: A_L,22 real-space, full mesh, half mesh = 1.187482, 1.187482, 1.594114 1/eV
Spin-orbit loop: T(k), T(-k) = 1.062030, 1.062030
Same with Zeeman field: T(k), T(-k) = 1.072689, 1.117133
Graphene: bond 0.142 nm, hopping 2.7 eV, supercell 0.984 nm
Graphene: Fermi level 0.4 eV, bias 0.2 V, 300 K
Graphene: carrier density (Dirac cone) 1.54e+13 1/cm2
Graphene: scatterer energies [3.0, -2.0] eV
Graphene: device atoms 48, k points 25
Graphene: clean T at test k = 1.0000
Test k = 2.0437 1/nm: T(k), T(-k) = 0.935086, 0.935086
Cut current at -k: true A_L 0.935086, conjugated A_L(k) -0.935086
Largest |A_L(k)-conj A_L(-k)| = 0.0956 1/eV
Current, full mesh = 4.62643 mA/um
Current, half mesh = 4.62643 mA/um
Mean left-injected window population = 1.003e-03 e/atom
Worst atom, full mesh = 9.719e-04 e
Worst atom, half mesh = 1.430e-03 e
Worst atom, half mesh with both products = 9.719e-04 e
Largest half-mesh error = 4.586e-04 e = 45.7 % of mean population
Net half-mesh charge error in device = -9.753e-05 e
Coulomb scale of largest error at one bond = 4.65 meV
coarser energy mesh: 4.5805 mA/um, error 4.540e-04 e (45.8 %)
41 k points: 4.5856 mA/um, error 4.545e-04 e (45.9 %)
second-neighbour hopping 0.1 eV: 4.5868 mA/um, error 4.465e-04 e (44.5 %)
abrupt potential step: 4.6172 mA/um, error 4.592e-04 e (46.5 %)
Dephasing: path 100 nm, broadening 5.75 meV
Dephasing: largest |T_RL(k)-T_RL(-k)| = 6.86e-05
Dephasing: half-mesh error of direct T_RL = 0.0027 %
```
